# Junction depth of a fixed surface dose with a half-Gaussian profile

**Question**

I have a diffusion exercise: a surface dose of $10^{14}\ \mathrm{cm^{-2}}$, $Dt=10^{-10}\ \mathrm{cm^2}$, and a background doping of $10^{15}\ \mathrm{cm^{-3}}$. I am to find the junction depth "using a half-Gaussian".

I know that diffusion from a point gives a Gaussian, but I cannot decide whether its prefactor contains $\sqrt{\pi Dt}$ or $\sqrt{4\pi Dt}$. I am also confused because neither $D$ nor $t$ is given separately. How do I get the depth, and how far should I trust it for a real piece of silicon?

**Answer**

**What is being assumed**

Let $x$ be the depth below the surface, with the crystal occupying $x\ge 0$. The dose $Q$ is the number of dopant atoms per unit surface area. It starts in a layer much thinner than the final profile, and then spreads for a time $t$ with constant diffusivity $D$. No dopant escapes through the surface, and the crystal is thick enough for its back face to play no part.

The crystal already contains a uniform concentration $C_B$ of dopant of the opposite type. If all dopants are electrically active, the metallurgical junction is the depth $x_j$ at which the two concentrations are equal:

$$C(x_j,t)=C_B .$$

The dopant concentration obeys

$$\frac{\partial C}{\partial t}=D\frac{\partial^2 C}{\partial x^2},\qquad \left.\frac{\partial C}{\partial x}\right|_{x=0}=0,\qquad \int_0^\infty C\,dx=Q .$$

The middle condition says that the diffusive flux $-D\,\partial C/\partial x$ vanishes at the surface. The last one says that the dose is conserved.

**Where the half-Gaussian comes from**

The thin source supplies no length of its own. The only length that can be formed from $D$ and $t$ is $\sqrt{Dt}$, so we try

$$C(x,t)=\frac{Q}{\sqrt{Dt}}\,f(\xi),\qquad \xi=\frac{x}{\sqrt{Dt}} .$$

This is also why $D$ and $t$ need not be given separately: the profile depends on their product, which is an area.

At fixed $x$, $\partial\xi/\partial t=-\xi/(2t)$. The two sides of the diffusion equation are therefore

$$\frac{\partial C}{\partial t}=-\frac{Q}{2t\sqrt{Dt}}\,(f+\xi f'),\qquad D\frac{\partial^2C}{\partial x^2}=\frac{Q}{t\sqrt{Dt}}\,f'' .$$

Equating them, and using $f+\xi f'=(\xi f)'$, gives

$$f''=-\tfrac12(\xi f)'\quad\Longrightarrow\quad f'+\tfrac12\xi f=\text{constant}.$$

At $\xi=0$ the closed surface requires $f'=0$, and the second term vanishes too. The constant is zero, so

$$\frac{f'}{f}=-\frac{\xi}{2}\quad\Longrightarrow\quad f=A\,e^{-\xi^2/4}.$$

The dose fixes $A$. Since $dx=\sqrt{Dt}\,d\xi$, the dose condition becomes $\int_0^\infty f\,d\xi=1$. With $\xi=2u$,

$$1=2A\int_0^\infty e^{-u^2}du .$$

The integral follows from squaring the full-line integral and using polar coordinates:

$$\left(\int_{-\infty}^{\infty}e^{-u^2}du\right)^2=2\pi\int_0^\infty re^{-r^2}dr=\pi .$$

Half of the full-line integral is $\sqrt\pi/2$, so $A=1/\sqrt\pi$. The profile is

$$\boxed{C(x,t)=\frac{Q}{\sqrt{\pi Dt}}\,e^{-x^2/(4Dt)},\qquad x\ge0.}$$

This settles your prefactor. The form with $\sqrt{4\pi Dt}$ spreads $Q$ over both positive and negative $x$. Here there is crystal on one side only, so that form would account for half the dose.

**Solving for the junction**

Write the surface concentration as $C_s=Q/\sqrt{\pi Dt}$. At the junction,

$$C_s e^{-x_j^2/(4Dt)}=C_B .$$

Divide by $C_s$, take the logarithm, and change the sign:

$$\frac{x_j^2}{4Dt}=\ln\frac{C_s}{C_B}\equiv L .$$

The depth is the positive root:

$$\boxed{x_j=2\sqrt{Dt\,L},\qquad L=\ln\frac{Q}{C_B\sqrt{\pi Dt}} .}$$

The concentration falls steadily with depth, so there is one crossing if $C_s>C_B$. If $C_s<C_B$, the diffused dopant nowhere exceeds the background and there is no junction.

**Putting in the numbers**

First the surface concentration:

$$\sqrt{\pi Dt}=1.7725\times10^{-5}\ \mathrm{cm},\qquad C_s=\frac{10^{14}}{1.7725\times10^{-5}}=5.642\times10^{18}\ \mathrm{cm^{-3}} .$$

This is well above the background, so a junction exists. Next,

$$L=\ln\frac{5.642\times10^{18}}{10^{15}}=\ln(5642)=8.638,\qquad \sqrt L=2.939 .$$

The length $2\sqrt{Dt}$ is $2\times10^{-5}\ \mathrm{cm}=200\ \mathrm{nm}$. Therefore

$$x_j=200\ \mathrm{nm}\times2.939=588\ \mathrm{nm}=0.588\ \mathrm{\mu m}.$$

As a test that does not assume a Gaussian, the diffusion equation was also solved numerically on 600 cells, each 2.5 nm wide, with the whole dose initially in the first cell. The junction came out at 587.9 nm, against 587.8 nm from the formula.

With the full-line prefactor, $C_s$ would be halved and $L$ reduced by $\ln2$. The depth would be 564 nm, which is 4.1% below the correct result. The error is modest because the concentration enters through a logarithm, but the profile would still contain half the required dose.

**Why the depth responds so weakly to the dose**

Differentiate the profile at the junction:

$$\left.\frac{dC}{dx}\right|_{x_j}=-\frac{x_j}{2Dt}\,C_B=-2.94\times10^{20}\ \mathrm{cm^{-4}} .$$

The local decay length is $C_B/|dC/dx|=2Dt/x_j\approx34\ \mathrm{nm}$. Near the junction the concentration thus falls by a factor $e$ in about 34 nm, a small distance compared with $x_j$. A 10% change in concentration moves the crossing by only about 3 nm.

For relative changes, take the logarithm of the depth formula:

$$\ln x_j=\ln2+\tfrac12\ln(Dt)+\tfrac12\ln L .$$

Since $L=\ln Q-\ln C_B-\tfrac12\ln(\pi Dt)$, its derivatives with respect to $\ln Q$, $\ln C_B$ and $\ln(Dt)$ are $1$, $-1$ and $-\tfrac12$. Hence

$$\frac{\partial\ln x_j}{\partial\ln Q}=\frac1{2L}=0.058,\qquad
\frac{\partial\ln x_j}{\partial\ln C_B}=-\frac1{2L}=-0.058,$$

$$\frac{\partial\ln x_j}{\partial\ln(Dt)}=\frac12-\frac1{4L}=0.471 .$$

Each derivative holds the other two inputs fixed. A 1% increase in dose deepens this junction by about 0.06%, whereas a 1% increase in $Dt$ deepens it by about 0.47%. The latter is slightly less than a square-root law gives, because spreading also lowers the surface concentration.

Very little dopant lies beyond the junction. With $u=x/(2\sqrt{Dt})$, the fraction is

$$\frac1Q\int_{x_j}^{\infty}C\,dx=\frac2{\sqrt\pi}\int_{\sqrt L}^{\infty}e^{-u^2}du=\operatorname{erfc}(\sqrt L)=3.2\times10^{-5}.$$

The junction is therefore a property of the far tail, while nearly all the dose is closer to the surface.

**The long-time limit**

More diffusion does not deepen the junction forever. From $x_j^2=4DtL$,

$$\frac{d(x_j^2)}{d(Dt)}=4L+4Dt\left(-\frac1{2Dt}\right)=4\left(L-\tfrac12\right).$$

The junction moves inward while $L>1/2$, stops at $L=1/2$, and then retreats. It reaches the surface at $L=0$, when dilution has brought $C_s$ down to $C_B$. Your example, with $L=8.6$, is far from the turning point. For your numbers the turning point lies about 480 µm deep, at $Dt\approx1.2\times10^{-3}\ \mathrm{cm^2}$, so the retreat holds only for a very thick crystal. In a wafer of thickness $W<Q/C_B=1\ \mathrm{mm}$ with closed faces, the final uniform concentration $Q/W$ exceeds $C_B$, and the junction ends at the back face instead of returning to the surface.

**How this compares with real silicon**

These numbers are in the regime of a boron drive-in into n-type silicon. Taking a rough intrinsic diffusivity of $1.5\times10^{-13}\ \mathrm{cm^2/s}$ at 1373 K, the required time is

$$t=\frac{10^{-10}}{1.5\times10^{-13}}\ \mathrm{s}\approx670\ \mathrm{s}.$$

The assumptions of constant $D$, a very thin source and a closed surface need checking. The estimates below use rough material values and show the size of each effect, not a calibrated process prediction.

*A source of finite thickness.* Suppose the same dose initially fills a uniform layer of thickness $w=50\ \mathrm{nm}$, at $2\times10^{19}\ \mathrm{cm^{-3}}$. Its mean square depth is $w^2/3$. Diffusion with a closed surface adds $2Dt$, as two integrations by parts show:

$$\frac{d}{dt}\int_0^\infty x^2C\,dx=D\int_0^\infty x^2\frac{\partial^2C}{\partial x^2}dx=2D\int_0^\infty C\,dx=2DQ .$$

The layer thus acts roughly like an extra $Dt$ of $w^2/6=4.2\times10^{-12}\ \mathrm{cm^2}$, or 4.2%. Multiplying by 0.471 predicts a depth increase of about 2%. This is an estimate, since matching the mean square depth does not match the whole tail. The full solution for the layer gives 599 nm, an increase of 1.9%.

*Diffusivity that depends on concentration.* In a simple model, boron moves with the help of positively charged defects, whose number is proportional to the hole concentration $p$. Then $D=D_i\,p/n_i$, where $D_i$ is the intrinsic diffusivity and $n_i$ the intrinsic carrier concentration at the furnace temperature. With net acceptor concentration $N=C-C_B$, charge neutrality and $np=n_i^2$ give

$$p=\frac N2+\sqrt{\frac{N^2}{4}+n_i^2} .$$

There is also a built-in electric field. Zero hole current requires $E=(k_BT/q)\,p'/p$, where $q$ is the elementary charge and a prime now means $d/dx$. This field pushes the negative boron ions inward when $p$ falls with depth. Adding their drift to their diffusion gives the flux

$$J=-D\left(C'+C\frac{p'}p\right)=-D\left[1+\frac{C}{\sqrt{N^2+4n_i^2}}\right]C' .$$

The last step uses $dp/dN=p/\sqrt{N^2+4n_i^2}$ and $N'=C'$. With a rough $n_i=10^{19}\ \mathrm{cm^{-3}}$, the effective diffusivity at $C=C_s$ is $1.68D_i$. Near the junction $C$ is much smaller than $n_i$, and the enhancement is nearly absent.

Solving this nonlinear equation from the same 50 nm layer, with $D_it=10^{-10}\ \mathrm{cm^2}$ held fixed, gives 627 nm. That is 4.7% deeper than the layer with constant $D$. The value depends on the rough $n_i$: changing it by $\pm30\%$ moves the depth between 621 and 638 nm. Compared with the original 588 nm, the source thickness and the variable diffusivity together add about 7%.

*Loss through the surface.* Return to the thin source and constant $D$, but let the outward flux be $kC(0,t)$. With $\kappa=k/D=3\times10^4\ \mathrm{cm^{-1}}$, chosen to give a substantial loss, about 26.5% of the dose escapes: the fraction kept is $e^{\kappa^2Dt}\operatorname{erfc}(\kappa\sqrt{Dt})=0.735$, and the 2.5 nm mesh gives a loss of 26.3%. Yet the numerical junction depth falls by only 0.5%, to 585 nm. Simply reducing $Q$ by 26.5% would have predicted a change near $0.058\ln(0.735)$, or $-1.8\%$.

The difference can be derived. Let $g(x,t)$ be the half-Gaussian without loss, and consider

$$C(x,t)=g(x,t)-\kappa\int_0^\infty e^{-\kappa s}g(x+s,t)\,ds .$$

Every shifted copy of $g$ satisfies the diffusion equation, and their initial sources lie outside the crystal. At the surface $g'(0)=0$, and integration by parts gives

$$C'(0)=\kappa g(0)-\kappa^2\int_0^\infty e^{-\kappa s}g(s)\,ds=\kappa C(0),$$

which is the required loss condition. At depth $x$,

$$\frac{g(x+s)}{g(x)}=e^{-xs/(2Dt)-s^2/(4Dt)}\le e^{-xs/(2Dt)} .$$

The fractional reduction of the concentration is therefore at most

$$\frac{\kappa}{\kappa+x/(2Dt)} .$$

At the original junction $x_j/(2Dt)=2.94\times10^5\ \mathrm{cm^{-1}}$, so this bound is 9.3%, far less than the 26.5% loss of total dose. Multiplying this bound by 0.058 gives, to first order, a depth change of at most about 0.5%. The numerical change lies close to that limit, because the dropped factor $e^{-s^2/(4Dt)}$ stays near 1 over the distances $s$ of about 30 nm that dominate the integral. Loss mainly thins the near-surface part of the profile and affects the deep tail less.

*Furnace temperature.* Take a rough activation energy $E_a=3.5\ \mathrm{eV}$, so that $D\propto e^{-E_a/(k_BT)}$. At fixed time, raising the temperature from 1373 K to 1383 K multiplies $Dt$ by

$$\exp\left[\frac{E_a}{k_B}\left(\frac1{1373\ \mathrm K}-\frac1{1383\ \mathrm K}\right)\right]=1.24 .$$

The ideal junction then moves to 650 nm, an increase of 10.6%. Of the changes considered here, this is the largest.

For the exercise, answer 0.588 µm. For a real process known only through these rough values, three digits are not justified: the source thickness and the variable diffusivity already give 627 nm, and a furnace 10 K too hot would add roughly another 10%. Damage left by ion implantation can also change the diffusion, and that effect is not included in these estimates.

**The junction is not the edge of the neutral layer**

The depth $x_j$ marks equal dopant concentrations. In the finished device, mobile carriers are depleted on both sides of it. For boron in n-type silicon, the charge density in the depletion approximation is $\rho=q(C_B-C)$. Let the depleted region run from $x_1$ to $x_2$. The simplest version of the approximation neglects the field outside this region, so the total charge inside must be zero:

$$\int_{x_1}^{x_2}(C_B-C)\,dx=0 .$$

Let $\varepsilon$ be the permittivity. Since $dE/dx=\rho/\varepsilon$, integrating the potential difference by parts gives

$$V_{bi}=-\int_{x_1}^{x_2}E\,dx=\frac q\varepsilon\int_{x_1}^{x_2}x(C_B-C)\,dx .$$

At zero bias this must equal the built-in voltage set by the carrier concentrations at the two edges:

$$V_{bi}=\frac{k_BT}{q}\ln\frac{[C(x_1)-C_B]\,[C_B-C(x_2)]}{n_i^2} .$$

Here $n_i$ is the value at the device temperature. For 300 K, a rough $n_i=10^{10}\ \mathrm{cm^{-3}}$ and relative permittivity 11.7, solving these conditions gives $V_{bi}=0.68\ \mathrm V$. The depletion region extends about 120 nm toward the surface and 850 nm into the background.

In this approximation the neutral part of the diffused layer ends near 470 nm, although the metallurgical junction is at 588 nm.

The edge on the diffused side is only a rough estimate. Because the doping there is graded, even the neutral layer has a built-in field, of size $(k_BT/q)\,|p'/p|$. With $p\approx C$ this is about $(k_BT/q)\,x_1/(2Dt)\approx6\times10^3\ \mathrm{V/cm}$ at $x_1$, nearly half the peak field of about $1.3\times10^4\ \mathrm{V/cm}$ that the approximation gives at the junction. Neglecting it is therefore crude, and the holes thin out gradually instead of stopping at a sharp edge. A reliable position for that edge requires solving for the field and the carriers together. A reverse bias would widen the depleted region without moving the dopants. If a measurement responds to carriers instead of dopant atoms, the depth it reports need not equal $x_j$.

The numerical output below lists the inputs and main results for the ideal calculation and for the corrections.

## Table of computed values

```
Dose Q: 1.0e+14 cm^-2
Dt: 1.0e-10 cm^2
Background CB: 1.0e+15 cm^-3
sqrt(pi*Dt): 1.7725e-05 cm
Surface concentration: 5.6419e+18 cm^-3
Ratio Cs/CB: 5641.9
Logarithm L: 8.6380
Diffusion length 2*sqrt(Dt): 200.0 nm
Square root of L: 2.9390
Junction depth, formula: 587.81 nm
Junction depth, formula: 0.5878 um
Junction depth, finite volume: 587.92 nm
Slope at junction: -2.939e+20 cm^-4
Dose fraction beyond junction: 3.233e-05
dln(xj)/dln(Q): 0.0579
dln(xj)/dln(CB): -0.0579
dln(xj)/dln(Dt): 0.4711
Depth with full-line prefactor: 563.7 nm
Error of that depth: -4.10 %
Neglected effects, rough boron-in-silicon values
Furnace temperature: 1373 K
Rough intrinsic diffusivity: 1.5e-13 cm^2/s
Drive-in time for this Dt: 667 s
Source layer thickness: 50 nm
Source layer concentration: 2.0e+19 cm^-3
Depth with source layer: 598.7 nm
Change by source layer: 1.85 %
Rough n_i at furnace: 1.0e+19 cm^-3
Effective D/D_i at ideal Cs: 1.68
Depth, layer and extrinsic D: 627.1 nm
Change by extrinsic D alone: 4.7 %
Surface loss parameter k/D: 3.0e+04 cm^-1
Dose lost: 26.3 %
Depth with surface loss: 584.8 nm
Change by loss: -0.52 %
Rough activation energy: 3.5 eV
Dt factor for +10 K: 1.238
Depth for +10 K: 650.1 nm
Change for +10 K: 10.6 %
Device temperature: 300 K
Rough n_i at device temperature: 1.0e+10 cm^-3
Relative permittivity: 11.7
Built-in voltage: 0.677 V
Depletion on diffused side: 121 nm
Depletion on background side: 852 nm
Neutral diffused layer ends at: 466 nm
```
